**Trotter error of the Hubbard dimer: double commutators against exact diagonalization**

For two electrons on two sites with hopping \(t\) and repulsion \(U\), the largest eigenvalue \(\Lambda\) of \(e^{-\tau K/2}e^{-\tau V}e^{-\tau K/2}\) defines the energy \(E_\tau=-\ln\Lambda/\tau\), where \(K\) is the hopping term, \(V\) the repulsion and \(\tau\) the time step. Its leading shift from the ground energy is \(-\tau^2t^2U^2/(3\sqrt{U^2+16t^2})\). The program builds the fermion operators explicitly and asserts, for four pairs \((t,U)\), that the double-commutator operator agrees with the matrix logarithm of the time slice. It also asserts the ground-state averages, the \(\tau^2\) and \(\tau^4\) coefficients extracted from diagonalization, and the third-order shift of \(\Lambda\) itself. At three time steps for each pair it asserts the closed form of \(\Lambda\), the equality of spectra for different orderings, and the dominance of the two-electron state. For \(t=1\), \(U=6\) the output gives a \(\tau^2\) coefficient of −1.6641 in units of \(t^3\) by both routes. The printed table shows the leading formula overestimating the size of the shift by about 1% at \(\tau=0.1/t\) and by about 19% at \(\tau=0.4/t\), relative to the diagonalized shift.

## Program and output

```python
# Result under test: for the two-electron Hubbard dimer H = K + V, the largest
# eigenvalue Lam of S = exp(-tau K/2) exp(-tau V) exp(-tau K/2) defines
#   E_tau = -ln(Lam)/tau = E0 - tau^2 t^2 U^2/(3 sqrt(U^2+16 t^2)) + O(tau^4).
# K: hopping with amplitude t; V: on-site repulsion U; tau: imaginary-time step.
# W is the tau^2 term of the effective Hamiltonian -ln(S)/tau.
# R = sqrt(4 t^2 + U^2/4) is half the splitting of the two coupled singlets.
# Energies are in units of the hopping t of the worked example, tau in 1/t.
import numpy as np
from scipy.linalg import expm


def fermion_operators(modes):
    """Annihilation operators in Fock space by the Jordan-Wigner construction."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    ops = []
    for m in range(modes):
        op = np.eye(1)
        for j in range(modes):
            factor = parity if j < m else lower if j == m else np.eye(2)
            op = np.kron(op, factor)
        ops.append(op)
    return ops


c = fermion_operators(4)  # order: site 1 up, site 1 down, site 2 up, site 2 down
for i in range(4):
    for j in range(4):
        anti = c[i] @ c[j].T + c[j].T @ c[i]
        assert np.allclose(anti, (i == j) * np.eye(16))
        assert np.allclose(c[i] @ c[j] + c[j] @ c[i], 0)
n = [a.T @ a for a in c]
N_total = sum(n)
two_electron = np.where(np.isclose(np.diag(N_total), 2))[0]


def sector(matrix):
    return matrix[np.ix_(two_electron, two_electron)]


def fock_hamiltonian(t, U):
    hop = c[0].T @ c[2] + c[1].T @ c[3]
    return -t * (hop + hop.T), U * (n[0] @ n[1] + n[2] @ n[3])


def comm(a, b):
    return a @ b - b @ a


def slice_matrix(A, B, tau):
    half = expm(-tau * A / 2)
    S = half @ expm(-tau * B) @ half
    return (S + S.T) / 2


def trotter_energy(K, V, tau):
    return -np.log(np.linalg.eigvalsh(slice_matrix(K, V, tau))[-1]) / tau


def effective_hamiltonian(K, V, tau):
    w, v = np.linalg.eigh(slice_matrix(K, V, tau))
    return -(v * np.log(w)) @ v.T / tau


def coefficients(t, U):
    R = np.sqrt(4 * t**2 + U**2 / 4)
    c2 = -t**2 * U**2 / (3 * np.sqrt(U**2 + 16 * t**2))
    c4 = t**2 * U**2 * R / 90 + t**4 * U**4 / (72 * R**3)
    return R, U / 2 - R, c2, c4


def extrapolate(f, h):
    """Limit h -> 0 of a function even in h, with the h^2 error removed."""
    return (4 * f(h) - f(2 * h)) / 3


# Covalent singlet and even ionic state, built from the vacuum
vacuum = np.zeros(16)
vacuum[0] = 1.0
cov = (c[0].T @ c[3].T + c[2].T @ c[1].T) @ vacuum / np.sqrt(2)
ion = (c[0].T @ c[1].T + c[2].T @ c[3].T) @ vacuum / np.sqrt(2)
pair = np.column_stack([cov, ion])
X = np.array([[0.0, 1.0], [1.0, 0.0]])
Z = np.diag([1.0, -1.0])

for t, U in [(1.0, 1.0), (1.0, 6.0), (1.0, 10.0), (0.7, 5.0)]:
    K_fock, V_fock = fock_hamiltonian(t, U)
    K, V = sector(K_fock), sector(V_fock)
    H = K + V
    R, E0, c2, c4 = coefficients(t, U)
    energies, states = np.linalg.eigh(H)
    g = states[:, 0]
    assert abs(energies[0] - E0) < 1e-11 and energies[1] - energies[0] > 1e-3

    # The two states are closed under K and V and carry the stated matrices
    assert np.allclose(K_fock @ pair, pair @ (-2 * t * X))
    assert np.allclose(V_fock @ pair, pair @ (U * (np.eye(2) - Z) / 2))
    KKV, VVK = comm(K, comm(K, V)), comm(V, comm(V, K))
    KKV_fock = comm(K_fock, comm(K_fock, V_fock))
    VVK_fock = comm(V_fock, comm(V_fock, K_fock))
    assert np.allclose(pair.T @ KKV_fock @ pair, -8 * U * t**2 * Z)
    assert np.allclose(pair.T @ VVK_fock @ pair, -2 * U**2 * t * X)
    ground_pair = pair[two_electron].T @ g
    assert abs(ground_pair @ X @ ground_pair - 2 * t / R) < 1e-10
    assert abs(ground_pair @ Z @ ground_pair - U / (2 * R)) < 1e-10

    # Double-commutator operator against the matrix logarithm of S
    W = -KKV / 24 + VVK / 12
    W_log = extrapolate(
        lambda h: (effective_hamiltonian(K, V, h) - H) / h**2, 0.01)
    assert np.linalg.norm(W_log - W) < 1e-4 * np.linalg.norm(W)

    # Ground-state averages and first-order shift
    assert abs(g @ KKV @ g - g @ VVK @ g) < 1e-9
    assert abs(g @ VVK @ g + 4 * t**2 * U**2 / R) < 1e-9
    assert abs(g @ W @ g - c2) < 1e-10

    # Coefficients extracted from exact diagonalization
    c2_num = extrapolate(
        lambda h: (trotter_energy(K, V, h) - energies[0]) / h**2, 0.02)
    c4_num = extrapolate(
        lambda h: (trotter_energy(K, V, h) - energies[0] - c2 * h**2) / h**4,
        0.05)
    assert abs(c2_num / c2 - 1) < 1e-4
    assert abs(c4_num / c4 - 1) < 1e-3

    # The eigenvalue itself shifts at third order in tau
    h = 0.01
    lam = np.linalg.eigvalsh(slice_matrix(K, V, h))[-1]
    cubic = (lam * np.exp(h * energies[0]) - 1) / h**3
    assert abs(cubic / (-c2) - 1) < 1e-3

    for tau in (0.05, 0.3, 1.0):
        # Closed form at finite tau, ordering independence, dominance
        theta = np.arccosh(np.cosh(2 * t * tau) * np.cosh(U * tau / 2))
        assert abs(trotter_energy(K, V, tau) - (U / 2 - theta / tau)) < 1e-9
        spectrum = np.linalg.eigvalsh(slice_matrix(K, V, tau))
        swapped = np.linalg.eigvalsh(slice_matrix(V, K, tau))
        plain = np.linalg.eigvals(expm(-tau * K) @ expm(-tau * V))
        scale = spectrum[-1]
        assert np.allclose(spectrum, swapped, rtol=0, atol=1e-9 * scale)
        assert np.allclose(spectrum, np.sort(plain.real),
                           rtol=0, atol=1e-8 * scale)
        others = np.sort([1.0, 1.0, 1.0, np.exp(-tau * U),
                          np.exp(-tau * U / 2 - theta)])
        assert np.allclose(spectrum[:-1], others, rtol=0, atol=1e-9 * scale)
        assert spectrum[-1] > spectrum[-2] + 1e-4
        S_all = slice_matrix(K_fock, V_fock - U / 2 * N_total, tau)
        w_all, v_all = np.linalg.eigh(S_all)
        top = v_all[:, -1]
        assert w_all[-1] > w_all[-2] * (1 + 1e-4)
        assert np.allclose(N_total @ top, 2 * top, atol=1e-8)
        assert abs(w_all[-1] / (np.exp(tau * U) * spectrum[-1]) - 1) < 1e-9

# Worked example
t, U = 1.0, 6.0
K, V = [sector(m) for m in fock_hamiltonian(t, U)]
R, E0, c2, c4 = coefficients(t, U)
energies, states = np.linalg.eigh(K + V)
g = states[:, 0]
gp = pair[two_electron].T @ g
avg_KKV = g @ comm(K, comm(K, V)) @ g
avg_VVK = g @ comm(V, comm(V, K)) @ g
print(f"hopping t = {t:.1f} t, repulsion U = {U:.1f} t")
print(f"R = {R:.6f} t")
print(f"exact ground energy E0 = {energies[0]:.6f} t")
print(f"<X> = {gp @ X @ gp:.6f}, <Z> = {gp @ Z @ gp:.6f} (no unit)")
print(f"<[K,[K,V]]> = {avg_KKV:.6f} t^3")
print(f"<[V,[V,K]]> = {avg_VVK:.6f} t^3")
print(f"contribution -<[K,[K,V]]>/24 = {-avg_KKV / 24:.6f} t^3")
print(f"contribution +<[V,[V,K]]>/12 = {avg_VVK / 12:.6f} t^3")
print(f"tau^2 coefficient, double commutators = "
      f"{-avg_KKV / 24 + avg_VVK / 12:.6f} t^3")
c2_num = extrapolate(
    lambda h: (trotter_energy(K, V, h) - energies[0]) / h**2, 0.02)
print(f"tau^2 coefficient, exact diagonalization = {c2_num:.6f} t^3")
print(f"tau^4 coefficient, closed form = {c4:.6f} t^5")

print("Table: tau in 1/t, Lam without unit, energies in t")
for tau in (0.4, 0.2, 0.1, 0.05):
    E = trotter_energy(K, V, tau)
    shift = E - energies[0]
    print(f"tau = {tau:.2f}: Lam = {np.exp(-tau * E):.8f}, E_tau = {E:.8f}")
    print(f"  exact shift = {shift:.8f}, tau^2 term = {c2 * tau**2:.8f}")
    print(f"  through tau^4 = {c2 * tau**2 + c4 * tau**4:.8f}, "
          f"exact shift / tau^2 term = {shift / (c2 * tau**2):.5f}")

tau = 0.1
lam = np.exp(-tau * trotter_energy(K, V, tau))
lam0 = np.exp(-tau * energies[0])
print(f"tau = 0.10/t: exp(-tau E0) = {lam0:.8f} (no unit)")
print(f"tau = 0.10/t: Lam - exp(-tau E0) = {lam - lam0:.8f} (no unit)")
print(f"tau = 0.10/t: cubic estimate of it = {-c2 * tau**3 * lam0:.8f} (no unit)")

target = 1e-3
tau_target = np.sqrt(target / abs(c2))
true_error = trotter_energy(K, V, tau_target) - energies[0]
print(f"tau for predicted error {target:.3f} t = {tau_target:.5f} 1/t")
print(f"true shift at that tau = {true_error:.8f} t")
E_extrap = extrapolate(lambda h: trotter_energy(K, V, h), 0.1)
print(f"energy extrapolated from tau = 0.2/t and 0.1/t = {E_extrap:.8f} t")
print(f"error of extrapolated energy = {E_extrap - energies[0]:.8f} t")
print(f"tau^4 estimate of that error = {-4 * c4 * 0.1**4:.8f} t")
assert abs((E_extrap - energies[0]) / (-4 * c4 * 0.1**4) - 1) < 0.15
print("all assertions hold")
```

Output:

```
hopping t = 1.0 t, repulsion U = 6.0 t
R = 3.605551 t
exact ground energy E0 = -0.605551 t
<X> = 0.554700, <Z> = 0.832050 (no unit)
<[K,[K,V]]> = -39.938414 t^3
<[V,[V,K]]> = -39.938414 t^3
contribution -<[K,[K,V]]>/24 = 1.664101 t^3
contribution +<[V,[V,K]]>/12 = -3.328201 t^3
tau^2 coefficient, double commutators = -1.664101 t^3
tau^2 coefficient, exact diagonalization = -1.664100 t^3
tau^4 coefficient, closed form = 1.826244 t^5
Table: tau in 1/t, Lam without unit, energies in t
tau = 0.40: Lam = 1.39367153, E_tau = -0.82985413
  exact shift = -0.22430285, tau^2 term = -0.26625609
  through tau^4 = -0.21950425, exact shift / tau^2 term = 0.84243
tau = 0.20: Lam = 1.14322497, E_tau = -0.66926596
  exact shift = -0.06371468, tau^2 term = -0.06656402
  through tau^4 = -0.06364203, exact shift / tau^2 term = 0.95719
tau = 0.10: Lam = 1.06417630, E_tau = -0.62201077
  exact shift = -0.01645950, tau^2 term = -0.01664101
  through tau^4 = -0.01645838, exact shift / tau^2 term = 0.98909
tau = 0.05: Lam = 1.03095443, E_tau = -0.60970013
  exact shift = -0.00414885, tau^2 term = -0.00416025
  through tau^4 = -0.00414884, exact shift / tau^2 term = 0.99726
tau = 0.10/t: exp(-tau E0) = 1.06242616 (no unit)
tau = 0.10/t: Lam - exp(-tau E0) = 0.00175014 (no unit)
tau = 0.10/t: cubic estimate of it = 0.00176798 (no unit)
tau for predicted error 0.001 t = 0.02451 1/t
true shift at that tau = -0.00099934 t
energy extrapolated from tau = 0.2/t and 0.1/t = -0.60625904 t
error of extrapolated energy = -0.00070777 t
tau^4 estimate of that error = -0.00073050 t
all assertions hold
```
